# Magnetic Moments of Lanthanide and 3d Ions: Rules and Exceptions

## Problem

The effective moment $p$ of a paramagnetic ion, in units of $\mu_B$, is defined by its weak-field susceptibility at temperature $T$,

$$\chi=\frac{\mu_0\mu_B^2p^2}{3kT}\quad\text{per ion.}$$

Diamagnetism is left out and the electron spin factor is taken as 2. Angular momenta are in units of $\hbar$, so the moment operator is $-\mu_B(\mathbf L+2\mathbf S)$.

Rough room-temperature values of $p$, which vary from salt to salt, are:

- trivalent lanthanides: Ce 2.4, Pr 3.5, Nd 3.5, Sm 1.5, Eu 3.4, Gd 8, Tb 9.5, Dy 11, Ho 10, Er 9.5, Tm 7.3, Yb 4.5;
- high-spin 3d ions: Ti³⁺ 1.8, V³⁺ 2.8, Cr³⁺ 3.8, Mn³⁺ 4.9, Fe³⁺ 5.9, Fe²⁺ 5.4, Co²⁺ 4.8, Ni²⁺ 3.2, Cu²⁺ 1.9.

**(a)** Find $S$, $L$, $J$ for $n$ electrons in a shell $l$, taking Hund's first two rules (largest $S$, then largest $L$) as given.

**(b)** Derive $p$ for an isolated level $J$. Tabulate it for the lanthanides and find which ions disagree with the data.

**(c)** Explain the disagreement.

**(d)** Tabulate the spin-only moment for the 3d ions. Why does it work better than the formula of (b), and where does it fail?

## Hints

1. For (a), put the electrons into the orbitals with the largest $m_l$ first. The sign of the spin-orbit coupling then selects $J$.
2. For (b), inside one level $J$ every vector operator is proportional to $\mathbf J$.
3. For (c), write $\mathbf L+2\mathbf S=\mathbf J+\mathbf S$. Which part can connect different values of $J$, and how far away is the next level?
4. For (d), what is the mean of $L_z=-i\,\partial/\partial\phi$ in a real, nondegenerate state? What does spin-orbit coupling then restore?

## Solution

### (a) The ground level

Let $k=n$ up to half filling and $k=n-(2l+1)$ beyond it. The first $2l+1$ electrons have parallel spins and fill every $m_l$ once, which gives $L=0$. The $k$ electrons that count therefore occupy $m_l=l,\,l-1,\dots,l-k+1$, and

$$L=kl-\frac{k(k-1)}2=\frac{k(2l+1-k)}2 .$$

$S$ is half the number of unpaired electrons.

The spin-orbit energy $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ acts within one term $(L,S)$ as $\lambda\,\mathbf L\cdot\mathbf S$. To find $\lambda$, take the mean of both forms in the determinant with $M_L=L$, $M_S=S$. The raising and lowering parts lead to other states, so only the $z$ parts contribute. The second form gives $\lambda LS$. Up to half filling, all $m_s=\tfrac12$ and the first form gives $\zeta L/2$. Beyond half filling, the spin-up electrons give zero and the spin-down electrons give $-\zeta L/2$. Hence

$$\lambda=+\frac{\zeta}{2S}\ \text{(below half)},\qquad \lambda=-\frac{\zeta}{2S}\ \text{(above half)}.$$

At half filling $L=0$ and the term has no splitting. Squaring $\mathbf J=\mathbf L+\mathbf S$ gives $2\,\mathbf L\cdot\mathbf S=\mathbf J^2-\mathbf L^2-\mathbf S^2$, so

$$E_J=\frac{\lambda}{2}J(J+1)+\text{const},\qquad E_{J+1}-E_J=\lambda(J+1).$$

The lowest level is $J=|L-S|$ for $\lambda>0$ and $J=L+S$ for $\lambda<0$. This is Hund's third rule.

### (b) The isolated level

The commutation relations of a vector operator with $\mathbf J$ fix how its matrix elements depend on $M$, leaving one common factor. Within the level, then, $\mathbf S=c\,\mathbf J$. Taking the scalar product with $\mathbf J$, which does not leave the level, gives $c=\langle\mathbf S\cdot\mathbf J\rangle/J(J+1)$. From $\mathbf L^2=(\mathbf J-\mathbf S)^2$ one finds $2\,\mathbf S\cdot\mathbf J=\mathbf J^2+\mathbf S^2-\mathbf L^2$. Since $\mathbf L+2\mathbf S=\mathbf J+\mathbf S=g\mathbf J$ with $g=1+c$,

$$g=1+\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} .$$

In a field $B$ the state $M$ has energy $g\mu_BBM$ and moment $-g\mu_BM$. For weak field its Boltzmann factor is $1-g\mu_BBM/kT$. The term linear in $M$ averages to zero, and

$$\langle m\rangle=\frac{g^2\mu_B^2B}{kT}\,\overline{M^2}=\frac{g^2\mu_B^2B}{3kT}J(J+1),$$

because the average of $J_z^2$ over the level is one third of $\mathbf J^2$. Comparison with the definition gives

$$p=g\sqrt{J(J+1)} .$$

**Dy³⁺ as an example.** Here $n=9$, $k=2$, so $L=2\cdot5/2=5$, $S=5/2$, $J=15/2$. Then $g=1+(63.75+8.75-30)/127.5=1.333$ and $p=1.333\sqrt{63.75}=10.65$. At 300 K the molar susceptibility is $5.936\times10^{-7}$ m³/mol, or 0.0472 cm³/mol in Gaussian units.

| Ion | $S$ | $L$ | $J$ | $g$ | $p$ | rough data |
|---|---|---|---|---|---|---|
| Ce³⁺ | 1/2 | 3 | 5/2 | 0.857 | 2.54 | 2.4 |
| Pr³⁺ | 1 | 5 | 4 | 0.800 | 3.58 | 3.5 |
| Nd³⁺ | 3/2 | 6 | 9/2 | 0.727 | 3.62 | 3.5 |
| Pm³⁺ | 2 | 6 | 4 | 0.600 | 2.68 | none |
| Sm³⁺ | 5/2 | 5 | 5/2 | 0.286 | 0.85 | 1.5 |
| Eu³⁺ | 3 | 3 | 0 | – | 0.00 | 3.4 |
| Gd³⁺ | 7/2 | 0 | 7/2 | 2.000 | 7.94 | 8 |
| Tb³⁺ | 3 | 3 | 6 | 1.500 | 9.72 | 9.5 |
| Dy³⁺ | 5/2 | 5 | 15/2 | 1.333 | 10.65 | 11 |
| Ho³⁺ | 2 | 6 | 8 | 1.250 | 10.61 | 10 |
| Er³⁺ | 3/2 | 6 | 15/2 | 1.200 | 9.58 | 9.5 |
| Tm³⁺ | 1 | 5 | 6 | 1.167 | 7.56 | 7.3 |
| Yb³⁺ | 1/2 | 3 | 7/2 | 1.143 | 4.54 | 4.5 |

Sm³⁺ and Eu³⁺ disagree with the data. The other ions with data agree within 10 % of the measured value.

The free-ion formula takes the $2J+1$ states as degenerate, which is safe when the crystal-field splitting is small against $kT$. It tolerates more than that: since $\mathbf J^2$ is constant within the level, the direction-averaged $p^2$ has no correction of first order in splitting over $kT$, so a splitting comparable with $kT$ can still change $p$ very little. As a test, a cubic field acting on $\mathbf L$, with a spread of 300 K in orbital energy (about 230 K within the $J=15/2$ level), was added to Dy³⁺. It leaves $p=10.64$ at 300 K but lowers it to 9.23 at 5 K, where the split states are no longer equally populated. Small $J$ is less forgiving: for $J=5/2$ a cubic splitting of $kT$ lowers $p$ by about 2 %, and one of $3kT$ by 8 to 16 % depending on its sign.

### (c) Why Sm³⁺ and Eu³⁺ fail

The field perturbation is $\mu_BB(J_z+S_z)$. $J_z$ cannot change $J$, but $S_z$ can, by at most one unit because it is a vector component. If the level at distance $\Delta_J$ is mixed in, second-order perturbation theory lowers the energy by $\mu_B^2B^2|\langle S_z\rangle|^2/\Delta_J$, where $\langle S_z\rangle$ is the connecting matrix element. The induced moment $-\partial E/\partial B$ is then $2\mu_B^2B|\langle S_z\rangle|^2/\Delta_J$.

The strength of this mixing follows without tables of matrix elements. In a state of the ground level, $\mathbf S^2=S(S+1)$ is the sum of $|\langle n|S_i|JM\rangle|^2$ over components $i$ and all states $n$ of the term. States of the same $J$ contribute $(g-1)^2J(J+1)$, since there $\mathbf S=(g-1)\mathbf J$. For $J=|L-S|$ no lower $J$ exists, so the remainder belongs to $J+1$:

$$Q=S(S+1)-(g-1)^2J(J+1).$$

The $z$ component carries one third of it on average over $M$. The extra moment per field is thus $2\mu_B^2Q/(3\Delta_J)$. With energies in kelvin from here on, and only the ground level populated,

$$p^2=g^2J(J+1)+\frac{2TQ}{\Delta_J},\qquad \Delta_J=\lambda(J+1).$$

For numbers, take the round model rule $\zeta/k=250(n+3)$ K, which has roughly the right size along the row.

*Sm³⁺.* $\lambda=400$ K and $\Delta_J=1400$ K. With $g=0.286$ and $J(J+1)=8.75$, the first term is 0.714 and $Q=4.286$. At 300 K,

$$p^2=0.714+\frac{600\times4.286}{1400}=2.55,\qquad p=1.60 .$$

Mixing contributes more than the ground-level moment itself, which is small because $\mathbf L$ and $2\mathbf S$ nearly cancel. Thermal population of higher levels brings $p$ to 1.63.

*Eu³⁺.* With $J=0$ the first term vanishes and $Q=S(S+1)=12$. The gap is $\lambda=375$ K, so $p^2=600\times12/375=19.2$ and $p=4.38$. This is too large because the gap is comparable with $T$, and the assumption of an empty first excited level fails.

To include all levels, let $w_J=e^{-(E_J-E_0)/T}$, with $E_0$ the lowest energy, and $Z=\sum_J(2J+1)w_J$. Let $W_J$ be the total squared strength between levels $J$ and $J+1$, summed over states and components. The sum rule, applied to all $2J+1$ states of a level, now includes both neighbours:

$$W_J+W_{J-1}=(2J+1)\left[S(S+1)-(g_J-1)^2J(J+1)\right].$$

Mixing pushes the lower level down and the upper level up by the same matrix element, so their induced moments have opposite signs. Adding the populations gives

$$p^2=\frac1Z\sum_J\left[(2J+1)w_Jg_J^2J(J+1)+2TW_J\frac{w_J-w_{J+1}}{E_{J+1}-E_J}\right].$$

For Eu³⁺, $L=S$ gives $g_J=3/2$ for every $J>0$. The recursion starts with $W_0=12$, then $W_1=3(12-0.5)-12=22.5$ and $W_2=5(12-1.5)-22.5=30$. At 300 K, $w_1=e^{-1.25}=0.287$ and $w_2=e^{-3.75}=0.024$, so $Z=1.98$. The first sum is 5.56 and the second 18.81. Therefore $p^2=24.37/1.98=12.3$ and $p=3.51$, close to the rough 3.4.

This agreement should not be read too finely. Scaling $\zeta$ by 0.8 and 1.2 gives 3.68 and 3.37 for Eu³⁺, and 1.81 and 1.51 for Sm³⁺. The real first gap of Eu³⁺ lies outside this range, because spin-orbit coupling also mixes in other terms. The full 4f⁶ configuration with typical spectroscopic parameters gives a gap of about 560 K and $p\approx3.2$; the same treatment of Sm³⁺ gives about 1500 K and $p\approx1.6$. For the other lanthanides in the same model, including all levels changes $p$ by less than 10 %. The largest of these changes is in Pm³⁺, from 2.68 to 2.83. Beyond half filling the first gap is $|\lambda|J$ with a large $J$, except in Yb³⁺, where $|\lambda|$ itself is large, and the ground-level moment is large too.

### (d) The 3d ions

The 3d shell is exposed to the neighbouring ions, and the crystal field is much stronger than spin-orbit coupling. It fixes the orbital state first. In a real, nondegenerate state $\psi$, the mean $\langle L_z\rangle=-i\int\psi\,\partial_\phi\psi$ is imaginary, yet it must be real because $L_z$ is Hermitian. It is therefore zero, and so are the other components. With the orbital moment quenched, $g=2$ and $J$ is replaced by $S$:

$$p=2\sqrt{S(S+1)} .$$

The table compares this with the Hund-$J$ value of (b). The model column is for 300 K in an octahedral field, with $\zeta/k=100(n+1)$ K and octahedral splitting $\Delta=15000$ K, again round parameters. The model keeps the ground term alone and omits covalency.

| Ion | $S$ | Hund $J$ | spin-only | model | rough data |
|---|---|---|---|---|---|
| Ti³⁺ | 1/2 | 1.55 | 1.73 | 1.93 | 1.8 |
| V³⁺ | 1 | 1.63 | 2.83 | 2.67 | 2.8 |
| Cr³⁺ | 3/2 | 0.77 | 3.87 | 3.80 | 3.8 |
| Mn³⁺ | 2 | 0.00 | 4.90 | 4.84 | 4.9 |
| Fe³⁺ | 5/2 | 5.92 | 5.92 | 5.92 | 5.9 |
| Fe²⁺ | 2 | 6.71 | 4.90 | 5.76 | 5.4 |
| Co²⁺ | 3/2 | 6.63 | 3.87 | 5.39 | 4.8 |
| Ni²⁺ | 1 | 5.59 | 2.83 | 3.23 | 3.2 |
| Cu²⁺ | 1/2 | 3.55 | 1.73 | 2.01 | 1.9 |

Spin-only values are closer to the data than the Hund-$J$ values for every ion with $L\neq0$. Fe²⁺, Co²⁺, Ni²⁺ and Cu²⁺ exceed them by more than 7 %. All four have more than half-filled shells, so $\lambda<0$. Two mechanisms produce the excess.

**Restored orbital moment: Ni²⁺ and Cu²⁺.** For Ni²⁺, $L=3$ and the lowest octahedral level is single. Its orbital state transforms like $xyz$, that is $|A\rangle=(|2\rangle-|{-2}\rangle)/\sqrt2$ in terms of $M_L$. Then

$$L_z|A\rangle=2\,\frac{|2\rangle+|{-2}\rangle}{\sqrt2},$$

a state of the next level, at energy $\Delta$. The perturbation contains $L_z(\lambda S_z+\mu_BB)$, so second order gives $-4(\lambda S_z+\mu_BB)^2/\Delta$. The cross term $-8\lambda\mu_BBS_z/\Delta$ changes the spin factor from 2 to $2-8\lambda/\Delta$. $L_x$ and $L_y$ lead to other members of the upper level and give no cross term with $L_z$. The $B^2$ term adds a moment $8\mu_B^2B/\Delta$, which contributes $24T/\Delta$ to $p^2$:

$$p^2=\left(2-\frac{8\lambda}{\Delta}\right)^2S(S+1)+\frac{24T}{\Delta}.$$

For Ni²⁺, $\lambda=-450$ K. The spin factor is 2.240 and $p^2=2.240^2\times2+0.48=10.5$, so $p=3.24$; the full diagonalization gives 3.23. Without spin-orbit coupling $p$ would be 2.91. Cr³⁺ has the same kind of ground level but $\lambda=+133$ K: its spin factor falls to 1.929 and $p$ drops from 3.93 without the coupling to 3.80 with it.

In Cu²⁺ the lowest level is a doublet, $x^2-y^2$ and $3z^2-r^2$. $L_z$ turns the first into $xy$ with strength 4 and annihilates the second. It has no matrix element inside the doublet, and by cubic symmetry neither have $L_x$ and $L_y$. The average strength is 2 instead of 4, so to first order in $\lambda/\Delta$

$$p^2=\left(4-\frac{16\lambda}{\Delta}\right)S(S+1)+\frac{12T}{\Delta}.$$

With $\lambda=-1000$ K this is $5.07\times0.75+0.24=4.04$, or $p=2.01$.

**Surviving orbital moment: Fe²⁺ and Co²⁺.** Their lowest octahedral level is threefold and keeps an orbital moment, with largest $L_z$ of 1.0 and 1.5. Let $A$ be the average of $\mathbf L^2$ with $\mathbf L$ restricted to this level. The values of $L_z$ are $\pm1,0$ or $\pm1.5,0$, so $A=3\,\overline{L_z^2}=2$ or 4.5. To first order in $\lambda/T$, and without mixing of higher levels, $p^2$ is the thermal mean of $(\mathbf L+2\mathbf S)^2$. Spin-orbit coupling makes $\langle\mathbf L\cdot\mathbf S\rangle=-(\lambda/T)\,\overline{(\mathbf L\cdot\mathbf S)^2}=-\lambda A\,S(S+1)/3T$. Hence

$$p^2=4S(S+1)+A-\frac{4\lambda}{3T}A\,S(S+1).$$

For $\lambda<0$ both additions are positive: the orbital moment exists and tends to align with the spin. For $\lambda>0$ they oppose each other. This is the case in Ti³⁺ and V³⁺, whose lowest level is also threefold. In V³⁺ the model then falls below the spin-only value, while in Ti³⁺ an excess remains (1.93 against 1.73), larger than in the data. The second variation below shows how a distortion reduces it. At 300 K the formula is accurate only for Ti³⁺. It gives 2.55 for V³⁺ and 5.94 for Fe²⁺, against 2.68 and 5.68 from an exact treatment of the threefold level. In Co²⁺, $|\lambda|/T$ is close to one and the formula gives the sign and not the size.

The model overshoots for Fe²⁺ and Co²⁺. Possible causes are covalency, a distortion that splits the threefold level completely and, for Co²⁺, mixing with the omitted upper term of the same spin. With typical term spacings, that mixing alone lowers Co²⁺ only to about 5.3. Within the ground-term model a strong axial distortion that leaves an orbital doublet lowest raises $p$ in Co²⁺, but with the upper terms included the tetragonal distortions tried lower it. The round parameters do not allow a firm assignment.

## Two variations

### 1. Does Eu³⁺ ever follow a Curie law?

At $T\ll\lambda$ only $J=0$ is populated, and part (c) gives $p^2=24T/\lambda$. The factor $T$ cancels in the susceptibility. With $\lambda$ restored as an energy,

$$\chi=\frac{8\mu_0\mu_B^2}{\lambda},$$

which is finite and independent of temperature although the ground level has no moment.

At $T$ far above all the splittings of the term, every state is equally populated. The average of $\mathbf L\cdot\mathbf S$ vanishes and

$$p^2\to L(L+1)+4S(S+1)=12+48=60 .$$

A Curie law, with constant $p$, would return in this limit if other terms stayed empty. Room temperature lies between the limits, so the quoted moment of Eu³⁺ belongs to its temperature.

### 2. What does a distortion do to Ti³⁺?

In a perfect octahedron the model gives 1.93, above the spin-only 1.73. Add a distortion energy $D(L_x^2-L_y^2)$ with $D=1000$ K. The orbital $yz$ has $L_x^2=4$; since $\mathbf L^2=6$ and $y$ and $z$ are equivalent in it, $L_y^2=L_z^2=1$. Its energy shifts by $+3D$. Likewise $xz$ shifts by $-3D$ and $xy$ by zero. The threefold level is split completely, and the ground orbital $xz$ has no mean orbital moment.

What remains is mixing. From $xz$, $L_z$ leads to $yz$ (strength 1, gap 6000 K), $L_x$ to $xy$ (strength 1, gap 3000 K), and $L_y$ to an upper orbital (strength 4, gap about $\Delta$). As for Ni²⁺, each spin factor is $2-2\lambda\times\text{strength}/\text{gap}$. With $\lambda=200$ K they are 1.93, 1.87 and 1.89. Averaging over the three field directions,

$$p^2\approx0.75\times3.60+2T\left(\frac1{6000}+\frac1{3000}+\frac4{15000}\right)=2.70+0.46,$$

so $p\approx1.78$, as the full diagonalization also gives. The operator $D(L_x^2-L_y^2)$ with the same $D$, applied to the total $L=3$ of V³⁺, moves it from 2.67 to 2.76, towards its spin-only 2.83. Within that term this equals a one-electron distortion five times as strong; the distortion used for Ti³⁺ gives 2.71. In both ions low symmetry quenches the orbital moment that the octahedron had left. The complete numerical output follows.

## Calculated quantities

```
Temperature for both tables: 300 K
4f model: zeta/k = 250(n+3) K; moments p in muB
ion   n   S   L    J     g   Hund  all-J  rough measured
Ce3+  1 0.5  3  2.5 0.857   2.54   2.55  2.4
Pr3+  2 1.0  5  4.0 0.800   3.58   3.61  3.5
Nd3+  3 1.5  6  4.5 0.727   3.62   3.68  3.5
Pm3+  4 2.0  6  4.0 0.600   2.68   2.83  none
Sm3+  5 2.5  5  2.5 0.286   0.85   1.63  1.5
Eu3+  6 3.0  3  0.0     -   0.00   3.51  3.4
Gd3+  7 3.5  0  3.5 2.000   7.94   7.94  8
Tb3+  8 3.0  3  6.0 1.500   9.72   9.74  9.5
Dy3+  9 2.5  5  7.5 1.333  10.65  10.66  11
Ho3+ 10 2.0  6  8.0 1.250  10.61  10.61  10
Er3+ 11 1.5  6  7.5 1.200   9.58   9.59  9.5
Tm3+ 12 1.0  5  6.0 1.167   7.56   7.56  7.3
Yb3+ 13 0.5  3  3.5 1.143   4.54   4.54  4.5
4f exceptions beyond 10 %: Eu, Sm
Sm3+: lam/k 400 K, first gap/k 1400 K, strength 4.286
  p ground 0.85, with mixing 1.60, all levels 1.63 muB
  p for zeta scaled by 0.8 and 1.2: 1.81, 1.51 muB
Eu3+: lam/k 375 K, first gap/k 375 K, strength 12.000
  p ground 0.00, with mixing 4.38, all levels 3.51 muB
  p for zeta scaled by 0.8 and 1.2: 3.68, 3.37 muB
Dy3+ molar chi at 300 K: 5.936e-07 m^3/mol (SI)
  converted: 0.0472 cm^3/mol (Gaussian)
Dy3+ with cubic orbital-field range 300 K:
  p at 300 K 10.64, at 5 K 9.23 muB
3d model: zeta/k = 100(n+1) K, Delta/k = 15000 K
Lres: largest Lz in lowest octahedral level, units of hbar
ion   n   S   L   J  Hund-J  spin  Lres  model  rough measured
Ti3+  1 0.5  2  1.5   1.55   1.73  1.00   1.93  1.8
V3+   2 1.0  3  2.0   1.63   2.83  1.50   2.67  2.8
Cr3+  3 1.5  3  1.5   0.77   3.87  0.00   3.80  3.8
Mn3+  4 2.0  2  0.0   0.00   4.90  0.00   4.84  4.9
Fe3+  5 2.5  0  2.5   5.92   5.92  0.00   5.92  5.9
Fe2+  6 2.0  2  4.0   6.71   4.90  1.00   5.76  5.4
Co2+  7 1.5  3  4.5   6.63   3.87  1.50   5.39  4.8
Ni2+  8 1.0  3  4.0   5.59   2.83  0.00   3.23  3.2
Cu2+  9 0.5  2  2.5   3.55   1.73  0.00   2.01  1.9
3d excess beyond 7 %: Co2+, Cu2+, Fe2+, Ni2+
Ti3+ with 1000 K (Lx^2-Ly^2) distortion: p 1.78 muB
V3+ with 1000 K (Lx^2-Ly^2) distortion: p 2.76 muB
Cr3+: lam/k 133 K, spin factor 1.929, formula p 3.80 muB
  p without spin-orbit coupling: 3.93 muB
Ni2+: lam/k -450 K, spin factor 2.240, formula p 3.24 muB
  p without spin-orbit coupling: 2.91 muB
```
